# Surface roughness scattering in a circular band as an elliptic integral

## First half: from a displaced wall to an angular integral

### The situation

Electrons in a silicon transistor channel are pressed against an oxide by an electric field. The interface is not flat: its height varies by a fraction of a nanometre over distances of one or two nanometres. Where the wall protrudes into the silicon, the electron layer must sit farther out, at a higher electrostatic energy. An electron moving along the channel therefore sees a random potential landscape, and a wave with a definite in-plane momentum is scattered.

How fast is it scattered out of its state? The answer depends on the height and lateral extent of the bumps, on the field, and on the electron's wavelength. A uniformly displaced wall contains the coupling without any randomness, so it is the first case.

### A flat wall, moved by a constant amount

Let the wall be at $z=0$, with the electrons in $z>0$. The barrier is taken as infinitely high, so the wavefunction vanishes there. With $\hbar=m_e=e=1$ the Hamiltonian is

$$H_0=\frac{p_x^2+p_y^2}{2m}+\frac{p_z^2}{2m_z}+V(z).$$

Here $m$ is the in-plane mass, the same in every in-plane direction, and $m_z$ is the mass normal to the wall. A bound state of the $z$ motion, $\zeta(z)$, forms the subband. It can be chosen real and normalized, $\int_0^\infty\zeta^2dz=1$.

Now move the wall to $z=h$ and hold $V(z)$ fixed in space. Holding it fixed is what "unscreened" means here: the charges do not rearrange in response to the displacement. Measured from the new wall, the coordinate is $u=z-h$. The boundary condition returns to $u=0$, the kinetic energy keeps its form, and the potential becomes

$$V(u+h)=V(u)+hV'(u)+O(h^2).$$

First-order perturbation theory gives the energy shift

$$\delta E=hF,\qquad F=\int_0^\infty \zeta^2(z)\,V'(z)\,dz. \tag{1}$$

$F$ is the magnitude of the mean force that pushes the electron against the wall. It is positive when $V$ rises away from the wall, and then a wall displaced into the layer raises the energy.

A triangular well is a check. For $V=Fz$ the displaced potential is $Fu+Fh$, so the shift is $Fh$ for any $h$, without a quadratic correction. The correction in a real channel comes from the curvature of $V$.

### The force in an inversion layer

In a mean-field inversion layer, $F$ follows from two areal densities. Let $N_s$ be the density of mobile electrons, all in this subband, and let $N_{\rm dep}$ be the density of fixed depletion charge, which lies so much deeper that its field is constant across the layer. For this paragraph $e$ and the permittivity $\varepsilon$ of the semiconductor are written out.

The field vanishes deep in the semiconductor. By Gauss's law the force at $z$ is set by the negative charge lying deeper than $z$:

$$V'(z)=\frac{e^2}{\varepsilon}\left[N_{\rm dep}+N_sG(z)\right],\qquad G(z)=\int_z^\infty\zeta^2(z')\,dz'.$$

To average this over the layer, use $G'=-\zeta^2$, $G(0)=1$ and $G(\infty)=0$:

$$\int_0^\infty\zeta^2G\,dz=-\int_0^\infty G'G\,dz=\frac{G(0)^2-G(\infty)^2}{2}=\frac12 .$$

Hence

$$F=\frac{e^2}{\varepsilon}\left(N_{\rm dep}+\frac{N_s}{2}\right). \tag{2}$$

The factor one half appears because an average electron has half of the mobile charge behind it. The shape of $\zeta$ has dropped out.

For numbers, take a silicon (100) layer with $N_s=10^{13}\ \mathrm{cm^{-2}}$, $N_{\rm dep}=10^{12}\ \mathrm{cm^{-2}}$ and relative permittivities 11.7 for silicon and 3.9 for the oxide. The oxide carries the field of the whole charge $N_s+N_{\rm dep}$, which is 5.104 MV/cm. Passing to silicon and to the mean charge of equation (2) gives

$$5.104\times\frac{3.9}{11.7}\times\frac{1+5}{1+10}=0.928\ \mathrm{MV/cm}.$$

This is a force of 0.0928 eV/nm. In a test of equations (1) and (2) together, the Schrödinger and Poisson equations were solved self-consistently for this layer, the potential was frozen, and the wall was moved by 0.02 nm either way. The change of the ground-state energy per unit displacement corresponds to 0.928 MV/cm, in agreement.

### A wall whose height varies along the channel

Let the wall lie at $z=h(\mathbf r)$, with $\mathbf r=(x,y)$. The same change of coordinate, $u=z-h(\mathbf r)$, makes the wall flat again. Its Jacobian is one, so normalization is unchanged. This time an in-plane derivative at fixed $z$ also acts through $u$:

$$\nabla\big|_z=\nabla\big|_u-(\nabla h)\,\partial_u .$$

With $\mathbf p=-i\nabla|_u$ and $p_u=-i\partial_u$, the in-plane kinetic energy becomes

$$\frac{(\mathbf p-\nabla h\,p_u)^2}{2m}
=\frac{p^2}{2m}-\frac{\mathbf p\cdot\nabla h+\nabla h\cdot\mathbf p}{2m}\,p_u+\frac{|\nabla h|^2p_u^2}{2m}.$$

To first order in $h$ the perturbation is therefore

$$\delta H=h(\mathbf r)V'(u)-\frac{\mathbf p\cdot\nabla h+\nabla h\cdot\mathbf p}{2m}\,p_u .$$

Take its matrix element between two states of the same subband, $\zeta(u)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$ and $\zeta(u)e^{i\mathbf k'\cdot\mathbf r}/\sqrt A$, where $A$ is the area. The second term contains

$$\int_0^\infty\zeta(-i\zeta')\,du=-\frac i2\left[\zeta^2\right]_0^\infty=0,$$

because $\zeta$ vanishes at the wall and at infinity. The first term gives

$$M_{\mathbf k'\mathbf k}=\frac{F\,h_{\mathbf q}}{A},\qquad
h_{\mathbf q}=\int h(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r,\qquad \mathbf q=\mathbf k'-\mathbf k. \tag{3}$$

The constant $F$ of the flat wall thus serves at every $q$ to first order in $h$. Between different subbands the slope term need not vanish, so equation (3) belongs to scattering within one subband.

A periodic wall makes this statement easy to test. Let $h=h_0\cos Qx$. The waves $e^{iQx/2}$ and $e^{-iQx/2}$ have equal energy and differ in momentum by $Q$. Since $\cos Qx$ contains each of $e^{\pm iQx}$ with weight one half, their coupling is $Fh_0/2$. Degenerate perturbation theory then gives

$$E_{\cos}-E_{\sin}=2\times\frac{Fh_0}{2}=Fh_0 .$$

The cosine combination lies higher because its density, proportional to $1+\cos Qx$, is greatest where the wall is raised.

The same splitting can be found without flattening the wall. In the potential $V=z$, products of a plane wave in $x$ and an Airy function in $z$ solve the equation in the interior, and the condition that their sum vanish on the wavy wall fixes the energies. With $\hbar=1$, normal mass 1, in-plane mass 0.2 and $h_0=0.01$, the ratio of the splitting to $Fh_0$ came out as 0.999998, 0.999969 and 0.999927 for $Q=0.5$, 0.8 and 1.0. The matrix element does not depend on $q$ at this order, even though the two masses differ.

### A random wall with very short bumps

Let $h$ now be random, with zero mean and statistics that do not depend on position or direction. Its covariance and spectrum are

$$\langle h(\mathbf r)h(\mathbf r')\rangle=C(|\mathbf r-\mathbf r'|),\qquad
S(q)=\int C(r)e^{-i\mathbf q\cdot\mathbf r}d^2r .$$

Inserting the definition of $h_{\mathbf q}$ twice, and using the difference of the two positions as a new variable, leaves one free integral over the area:

$$\langle|h_{\mathbf q}|^2\rangle=\iint C(|\mathbf r-\mathbf r'|)e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}d^2r\,d^2r'=A\,S(q).$$

The averaged squared matrix element is $F^2S(q)/A$. The golden rule, which is the Born approximation for the rate, sums it over final states of equal energy:

$$\Gamma(k)=2\pi\sum_{\mathbf k'}\frac{F^2S(q)}{A}\,\delta(E'-E)
=2\pi F^2\int\frac{d^2k'}{(2\pi)^2}\,S(q)\,\delta(E'-E).$$

The factor $A$ from $\sum_{\mathbf k'}\to A\int d^2k'/(2\pi)^2$ cancelled the $1/A$. The wall conserves spin, and scattering between valleys is left out, so no spin or valley factor multiplies the sum. For $E'=k'^2/2m$,

$$d^2k'=k'\,dk'\,d\theta=m\,dE'\,d\theta,$$

where $\theta$ is the angle between $\mathbf k'$ and $\mathbf k$. The delta function sets $k'=k$, and

$$\Gamma(k)=\frac{mF^2}{2\pi}\int_0^{2\pi}S(q)\,d\theta,\qquad q=2k\sin\frac\theta2. \tag{4}$$

The last relation follows from $q^2=2k^2(1-\cos\theta)=4k^2\sin^2(\theta/2)$.

If the bumps are much shorter than the electron wavelength, $S$ is nearly constant over the accessible range $0\le q\le2k$. Equation (4) then reduces to $\Gamma=mF^2S(0)$. Scattering is isotropic, and the rate does not depend on energy because the density of states of a parabolic two-dimensional band is constant.

### Bumps of finite extent

The model for the remaining work is the exponential covariance

$$C(r)=\Delta^2e^{-r/\Lambda},$$

with rms height $\Delta$ and correlation length $\Lambda$. The covariance is also written $\Delta^2e^{-\sqrt2\,r/L}$; a length $L$ quoted in that convention must be converted by $\Lambda=L/\sqrt2$.

To find the spectrum, set $s=1/\Lambda$ and do the radial integral first. Since $\int_0^\infty re^{-br}dr=1/b^2$ when $\mathrm{Re}\,b>0$,

$$S(q)=\Delta^2\int_0^{2\pi}\frac{d\vartheta}{(s+iq\cos\vartheta)^2}.$$

This is minus the derivative with respect to $s$ of a simpler integral,

$$B(s)=\int_0^{2\pi}\frac{d\vartheta}{s+iq\cos\vartheta}
=\int_0^{2\pi}\frac{s\,d\vartheta}{s^2+q^2\cos^2\vartheta}.$$

The imaginary part vanished because it changes sign under $\vartheta\to\vartheta+\pi$. The remaining integrand repeats in each quadrant. With $t=\tan\vartheta$, $\cos^2\vartheta=1/(1+t^2)$ and $d\vartheta=dt/(1+t^2)$,

$$B(s)=4s\int_0^\infty\frac{dt}{s^2+q^2+s^2t^2}
=4s\,\frac{\pi}{2s\sqrt{s^2+q^2}}=\frac{2\pi}{\sqrt{s^2+q^2}} .$$

Therefore

$$S(q)=-\Delta^2\frac{dB}{ds}=\frac{2\pi\Delta^2s}{(s^2+q^2)^{3/2}}
=\frac{2\pi\Delta^2\Lambda^2}{(1+q^2\Lambda^2)^{3/2}}. \tag{5}$$

At $q=0$ this equals $2\pi\Delta^2\Lambda^2$, which is the area integral of the covariance, as it must be. For $q\Lambda\gg1$ it falls as $2\pi\Delta^2/(\Lambda q^3)$.

This slow tail limits the model. The mean-square slope is $\int q^2S(q)\,d^2q/(2\pi)^2$. At large $q$ its integrand behaves as $q^2\cdot q^{-3}\cdot q\,dq=dq$, so the integral diverges. The cause is the cusp of $e^{-r/\Lambda}$ at $r=0$, which cannot describe an interface down to atomic distances. The first-order rate samples $q\le2k$ and stays finite, but the slope-squared term dropped above has no finite mean unless the spectrum is cut off.

Inserting equation (5) into (4) gives

$$\Gamma(k)=mF^2\Delta^2\Lambda^2\int_0^{2\pi}
\frac{d\theta}{\left[1+a^2\sin^2(\theta/2)\right]^{3/2}},\qquad a=2k\Lambda. \tag{6}$$

For $a\to0$ the integral is $2\pi$, and the short-bump result $mF^2S(0)$ returns. For any other $a$, the angular integral remains to be done.

## Second half: the elliptic form, its limits and a silicon channel

### What is carried over

An electron of in-plane mass $m$ and wavevector $k$ moves in one subband against a hard wall. The mean normal force is $F$, the rms wall height is $\Delta$, and the height covariance decays as $e^{-r/\Lambda}$. The electrostatic potential stays fixed when the wall is displaced. To first order in height, and in the Born approximation, the total rate is equation (6), with $a=2k\Lambda$ and scattering angle $\theta$. The spectrum behind it is equation (5). In the silicon example $F$ corresponds to 0.928 MV/cm.

### Doing the angular integral

Set $\theta=2\varphi$. Then $d\theta=2d\varphi$ and $\varphi$ runs from 0 to $\pi$. Because $\sin^2\varphi$ is symmetric about $\pi/2$, this interval counts the first quadrant twice:

$$\Gamma=4mF^2\Delta^2\Lambda^2\,I(a),\qquad
I(a)=\int_0^{\pi/2}\frac{d\varphi}{(1+a^2\sin^2\varphi)^{3/2}} .$$

The sign in front of $a^2$ is opposite to that of the standard elliptic integrals. The reflection $\varphi\to\pi/2-\varphi$ turns the sine into a cosine, and

$$1+a^2\cos^2\varphi=(1+a^2)(1-\kappa^2\sin^2\varphi),\qquad
\kappa^2=\frac{a^2}{1+a^2}.$$

With $D=\sqrt{1-\kappa^2\sin^2\varphi}$ this gives

$$I(a)=\frac{1}{(1+a^2)^{3/2}}\int_0^{\pi/2}\frac{d\varphi}{D^3}. \tag{7}$$

The complete elliptic integrals of the first and second kinds are

$$K(\kappa)=\int_0^{\pi/2}\frac{d\varphi}{D},\qquad E(\kappa)=\int_0^{\pi/2}D\,d\varphi .$$

Here $E(\kappa)$, with its argument shown, is the integral and not an energy. To connect $D^{-3}$ with $D$, look for a function that vanishes at both ends of the interval and whose derivative contains both powers. The function $\sin\varphi\cos\varphi/D$ does this. Write $s=\sin\varphi$ and $c=\cos\varphi$. Since $dD/d\varphi=-\kappa^2sc/D$,

$$\frac{d}{d\varphi}\frac{sc}{D}=\frac{c^2-s^2}{D}+\frac{\kappa^2s^2c^2}{D^3}
=\frac{(1-2s^2)(1-\kappa^2s^2)+\kappa^2s^2(1-s^2)}{D^3}.$$

In the numerator the terms $\mp\kappa^2s^2$ cancel and the quartic terms combine to $+\kappa^2s^4$, leaving $1-2s^2+\kappa^2s^4$. On the other hand,

$$D^4-(1-\kappa^2)=1-2\kappa^2s^2+\kappa^4s^4-1+\kappa^2
=\kappa^2(1-2s^2+\kappa^2s^4).$$

Comparing the two expressions,

$$\frac{d}{d\varphi}\frac{\sin\varphi\cos\varphi}{D}
=\frac1{\kappa^2}\left[D-\frac{1-\kappa^2}{D^3}\right].$$

Integrate from 0 to $\pi/2$. The left side gives zero, so

$$\int_0^{\pi/2}\frac{d\varphi}{D^3}=\frac{E(\kappa)}{1-\kappa^2}=(1+a^2)E(\kappa),$$

where $1-\kappa^2=1/(1+a^2)$ was used. Equation (7) becomes $I=E(\kappa)/\sqrt{1+a^2}$, and the total rate is

$$\boxed{\Gamma(k)=4mF^2\Delta^2\Lambda^2\,\frac{E(\kappa)}{\sqrt{1+4k^2\Lambda^2}},\qquad
\kappa^2=\frac{4k^2\Lambda^2}{1+4k^2\Lambda^2}} \tag{8}$$

In ordinary units $m$ is replaced by $m/\hbar^3$. Numerical routines may take $\kappa^2$, not $\kappa$, as the argument of $E$.

### Long and short wavelengths

For small $a$, expand the integrand of $I$ and use $\int_0^{\pi/2}\sin^2\varphi\,d\varphi=\pi/4$:

$$I=\frac\pi2-\frac{3a^2}{2}\,\frac\pi4+O(a^4)=\frac\pi2\left(1-\frac{3a^2}{4}\right)+O(a^4).$$

The leading term restores $\Gamma=2\pi mF^2\Delta^2\Lambda^2$. This limit checks the formula, but the Born approximation fails if the limit is reached by lowering the energy at fixed $\Lambda$: the rate stays finite as the energy goes to zero, so the level broadening exceeds the energy itself.

For $a\gg1$, $\kappa\to1$ and $E(\kappa)\to\int_0^{\pi/2}\cos\varphi\,d\varphi=1$. Then

$$\Gamma\to\frac{2mF^2\Delta^2\Lambda}{k}. \tag{9}$$

The electron now crosses many wavelengths within one bump and is deflected through small angles, of order $1/(k\Lambda)$. The range of useful final directions shrinks as $1/k$, and the rate with it.

Equation (9) also shows what the Born approximation requires here. A bump changes the energy by about $F\Delta$, and an electron of velocity $v=k/m$ crosses it in a time $\Lambda/v$. The phase it gains is $\eta=F\Delta\Lambda/v$, and equation (9) reads $\Gamma\Lambda/v=2\eta^2$. When $\eta\ll1$, the electron passes many bumps before it is scattered.

Between the limits, the integrand of $I$ falls with $a$ at every angle except $\varphi=0$. At fixed $F$, $\Delta$ and $\Lambda$, the total rate therefore decreases steadily with energy.

### Other circular bands

The parabolic dispersion entered through $k'dk'=m\,dE'$. For another isotropic band with velocity $v=dE/dk>0$, the relation is $k'dk'=(k'/v)\,dE'$. If the overlap of the Bloch functions is still one, equation (8) holds with $m\to k/v$.

For the nonparabolic form $E(1+\alpha E)=k^2/2m$, where $E$ is now the energy, differentiation gives $(1+2\alpha E)v=k/m$. Since $(1+2\alpha E)^2=1+4\alpha k^2/2m$,

$$\frac kv=m\sqrt{1+4\alpha\frac{k^2}{2m}} .$$

For $\alpha\to0$ this is $m$, as required.

### Why the total rate does not give the mobility

Equation (8) counts a small deflection as fully as a reversal. In an isotropic band with elastic scattering, a current-carrying deviation of the distribution is proportional to the cosine of the angle to the field. After scattering through $\theta$ the part kept along the original direction is $\cos\theta$; the perpendicular part cancels between $\theta$ and $-\theta$. The loss rate $\Gamma_{\rm tr}$ therefore carries the weight $1-\cos\theta=2\sin^2\varphi$.

To integrate it, write $\sin^2\varphi=[(1+a^2\sin^2\varphi)-1]/a^2$. The first part needs $\int_0^{\pi/2}(1+a^2\sin^2\varphi)^{-1/2}d\varphi$, which the same reflection turns into $K(\kappa)/\sqrt{1+a^2}$. The second part is $I$. Hence

$$\frac{\Gamma_{\rm tr}}{\Gamma}=\frac{2\left[K(\kappa)-E(\kappa)\right]}{a^2E(\kappa)}. \tag{10}$$

For small $\kappa$, $K\approx\frac\pi2(1+\kappa^2/4)$ and $E\approx\frac\pi2(1-\kappa^2/4)$, so the ratio tends to one: isotropic scattering relaxes momentum at the total rate. For large $a$, $K\approx\ln 4a$ and $E\to1$, so the ratio falls as $2(\ln 4a-1)/a^2$, because small deflections hardly reduce the current.

### Numbers for a silicon channel

The lowest twofold valleys of a (100) layer are circular in the plane. Rough typical values are $m=0.19\,m_0$, $\Delta=0.3$ nm and $\Lambda=1.5$ nm. With two spins and two valleys, $N_s=4\pi k_F^2/(2\pi)^2$, so $k_F=\sqrt{\pi N_s}=0.5605\ \mathrm{nm^{-1}}$ at $N_s=0.1\ \mathrm{nm^{-2}}$. With $\hbar^2/m_0=0.0762\ \mathrm{eV\,nm^2}$,

$$\frac m{\hbar^2}=\frac{0.19}{0.0762}=2.493\ \mathrm{eV^{-1}\,nm^{-2}},$$

and the Fermi energy $E_F=\hbar^2k_F^2/2m$ is 0.0630 eV.

The height of the energy landscape is $F\Delta=0.0928\times0.3=0.0278$ eV. The elliptic parameters are $a=1.681$, $\kappa^2=0.7387$ and $E(\kappa)=1.218$. Equation (8) gives

$$\hbar\Gamma=4(2.493)(0.02784\times1.5)^2\,\frac{1.218}{\sqrt{1+1.681^2}}=0.0108\ \mathrm{eV},$$

or $\Gamma=1.6\times10^{13}\ \mathrm{s^{-1}}$. As a test of the state counting, the golden rule was summed over the discrete plane waves of a square box of side 1000 nm, with the delta function replaced by a Gaussian of width 0.002 eV. The sum is also 0.0108 eV.

The small-$k$ formula would give 0.0273 eV, 2.5 times too much. Equation (9) gives 0.0103 eV, about 5% too little, although $a$ is not large. Two corrections nearly cancel: $E(\kappa)$ exceeds one by 22%, while $a/\sqrt{1+a^2}$ is 14% below one.

At the same fixed field, $\hbar\Gamma$ falls from 0.021 eV at an energy of 0.01 eV to 0.0061 eV at 0.20 eV. The first value is twice the energy, which is the Born failure noted above. At the Fermi energy $\hbar\Gamma/E_F=0.17$, and the mean free path is

$$\ell=\frac v\Gamma=\frac{0.5605}{2.493\times0.01083}=20.8\ \mathrm{nm}\quad(208\ \text{Å}).$$

From $K=2.137$, equation (10) gives $\Gamma_{\rm tr}/\Gamma=0.53$. The transport length is $\ell_{\rm tr}=20.76/0.5335=38.9$ nm. With $\hbar=6.58\times10^{-16}$ eV s, the unscreened mobility at zero temperature is

$$\mu=\frac{e\,\ell_{\rm tr}}{\hbar k_F}=1.05\times10^{17}\ \mathrm{nm^2/Vs}
\approx1050\ \mathrm{cm^2/Vs}.$$

### What the model leaves out

Screening is the largest of the zero-temperature corrections estimated here. The mobile electrons partly cancel the random potential and divide each Fourier component by a dielectric function. Calculated statically for one subband of finite thickness, this function is 1.6 at $q=2k_F$ and larger at smaller $q$. It lowers the total rate to 0.12 of the unscreened value. The mobility rises less, by a factor of 3.9 to about 4100 cm²/Vs, because the strongly screened small-angle events already counted little in the transport rate.

At 300 K the one-subband assumption fails. The second twofold level lies 0.0635 eV above the lowest and the first fourfold level 0.0650 eV above it. Both are barely above $E_F$. At zero temperature the single-subband picture is therefore consistent only for the chosen parameters: the margin is smaller than the level broadening $\hbar\Gamma$, and a depletion charge only 5% smaller removes it. The margin also relies on the infinite barrier. The light fourfold electrons penetrate a finite barrier more deeply, and for a barrier of 3.15 eV with an oxide mass of $0.5\,m_0$ their first level falls to about 0.052 eV, below $E_F$. With thermal occupation in the same potential, 48% of the electrons are outside the lowest subband. This potential was computed with all electrons in the lowest subband. When it is made self-consistent with the thermal occupation, both spacings grow to about 0.09 eV and the share falls to about 31%, which is still substantial.

If one subband is nevertheless retained, averaging over the thermal window changes $\hbar\Gamma$ to 0.0117 eV, an 8% increase. The unscreened mobility rises as well, to about 1500 cm²/Vs. The two increases do not conflict: the mobility average carries an extra weight proportional to the energy, and $\Gamma_{\rm tr}$ falls with energy, because its integrand falls with $a$ at every nonzero angle.

Two further corrections were estimated. With a rough $\alpha=0.5\ \mathrm{eV^{-1}}$, nonparabolicity of the in-plane motion alone multiplies the rate at fixed $k$ by 1.06; the kinetic energy of confinement, not counted here, would raise this factor. For a flat wall displaced by one rms height, the even part of the energy shift is $-18\%$ of the linear estimate $F\Delta$ when $V$ is continued to $z<0$ with its surface slope in silicon, and $-19\%$ with the steeper slope of the oxide. This does not measure the whole error of first order in height: a rough wall also has second-order slope terms, which can be large when the bumps are as short as here. Changes of the charge density and image potential caused by the roughness are not estimated.

Beside a real device, the chosen density and field belong to a strongly inverted channel. The oxide field of 5.1 MV/cm is roughly half the breakdown field of good thermal oxide. Measured electron mobilities in such channels at room temperature are roughly a few hundred cm²/Vs. They also contain phonon and charged-defect scattering, so neither 1050 nor 4100 cm²/Vs should be compared with them directly. Two of the assumptions clearly fail in real channels: in the estimate above, screening lowers the total rate by a factor of about 8.5, and at 300 K a substantial share of the electrons occupies higher subbands. Equation (8) is best used as the unscreened, single-subband reference from which such corrections are measured; the numerical output lists the values.

## Numbers as computed

```
In-plane mass: 0.19 m0
Normal mass: 0.916 m0
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Electron density: 1e+13 cm^-2
Depletion density: 1e+12 cm^-2
Rms roughness height: 0.3 nm
Correlation length: 1.5 nm
Mean normal field: 0.928 MV/cm
Field from moving the wall: 0.928 MV/cm
Wavy wall q=0.5, splitting/(F h0): 0.999998
Wavy wall q=0.8, splitting/(F h0): 0.999969
Wavy wall q=1.0, splitting/(F h0): 0.999927
Fermi wavevector: 0.5605 nm^-1
Fermi energy: 0.063 eV
a = 2 k L: 1.681
kappa squared: 0.7387
E(kappa): 1.218
K(kappa): 2.137
F times height: 0.02784 eV
Small-k limit of hbar*Gamma: 0.02732 eV
hbar*Gamma at Fermi energy: 0.01083 eV
hbar*Gamma from box sum: 0.01083 eV
Gamma at Fermi energy: 1.645e+13 s^-1
Mean free path v/Gamma: 20.76 nm
Mean free path, converted: 207.6 angstrom
hbar*Gamma at 0.01 eV: 0.02082 eV
hbar*Gamma at 0.03 eV: 0.0149 eV
hbar*Gamma at 0.10 eV: 0.008659 eV
hbar*Gamma at 0.20 eV: 0.006084 eV
Momentum-relaxation / total rate: 0.5335
Unscreened mobility, 0 K: 1055 cm2/Vs
Dielectric function at q=2k: 1.618
Screened hbar*Gamma: 0.001273 eV
Screened / unscreened total rate: 0.1176
Screened mobility, 0 K: 4067 cm2/Vs
Temperature of use: 300 K
Thermal energy: 0.02585 eV
Thermal-window mean hbar*Gamma: 0.01165 eV
Unscreened mobility, 300 K: 1515 cm2/Vs
Second twofold level above lowest: 0.0635 eV
First fourfold level above lowest: 0.06503 eV
Share outside lowest subband, 300 K: 48.22 %
Nonparabolicity parameter: 0.5 eV^-1
Nonparabolic rate factor at same k: 1.061
Mean distance from wall: 1.317 nm
Quadratic / linear wall shift: -0.178
Born parameter hbar*Gamma/E_F: 0.1719
Oxide field: 5.104 MV/cm
```
